# The four Ramsey contributions to nuclear spin–spin coupling in HD: test program

```python
"""
Result under test: the isotropic indirect coupling of two nuclear moments in a
closed-shell molecule is the sum of four terms (DSO, PSO, FC, SD), and the
Fermi-contact term FC dominates in the molecule HD.

Atomic units. E = m_A K m_B defines the reduced coupling K; J = K times the
product of the nuclear moments per unit spin, divided by h.
All K values in the code are divided by alpha^4 (alpha = fine-structure constant).
DSO: diamagnetic spin-orbit   PSO: paramagnetic spin-orbit
FC:  Fermi contact            SD:  spin-dipolar
C: symmetric matrix of the two-electron singlet in orthonormal orbitals.
Nucleus A (proton) is at the origin, nucleus B (deuteron) at z = R.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh, cho_factor, cho_solve
from scipy.sparse.linalg import eigsh
from scipy.interpolate import BarycentricInterpolator
from pyscf import gto, ao2mo, dft

value = lambda name: const.physical_constants[name][0]
alpha = const.fine_structure
g_e = abs(value('electron g factor'))
hartree = value('Hartree energy')
moment_unit = const.e * const.hbar / const.m_e
mu_N = value('nuclear magneton') / moment_unit
g_p, g_d = value('proton g factor'), value('deuteron g factor')
to_hz = alpha**4 * g_p * g_d * mu_N**2 * hartree / const.h
to_si = alpha**4 * hartree / moment_unit**2


def shells(s, p, d=()):
    return [[l, [float(x), 1.0]] for l, group in enumerate((s, p, d)) for x in group]


def build(R, basis):
    """Integrals in an orthonormal orbital basis for two protons-charges at distance R."""
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R)]], unit='Bohr',
                basis={'H': basis}, verbose=0)
    w, U = eigh(mol.intor('int1e_ovlp'))
    assert w[0] > 1e-9
    X = U / np.sqrt(w)
    n = X.shape[1]
    rot = lambda M: X.T @ M @ X
    h = rot(mol.intor('int1e_kin') + mol.intor('int1e_nuc'))
    eri = ao2mo.restore(1, ao2mo.kernel(mol.intor('int2e', aosym='s8'), X), n)
    at_nuclei = mol.eval_gto('GTOval_sph', mol.atom_coords()) @ X
    delta = [np.outer(v, v) for v in at_nuclei]
    second, orbital = [], []
    for center in mol.atom_coords():
        with mol.with_rinv_origin(center):
            G = mol.intor('int1e_ipiprinv', comp=9).reshape(3, 3, n, n)
            V = mol.intor('int1e_iprinvip', comp=9).reshape(3, 3, n, n)
        # matrix of the distribution d_a d_b (1/r), by partial integration
        D = G + V
        second.append(rot(D + D.transpose(0, 1, 3, 2)))
        # matrix of (r x grad)_a / r^3, real and antisymmetric
        orbital.append(rot(np.array([V[1, 2] - V[2, 1], V[2, 0] - V[0, 2],
                                     V[0, 1] - V[1, 0]])))
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = {'H': (80, 434)}
    grid.prune = None
    grid.build()
    ra = grid.coords
    rb = ra - np.array([0, 0, R])
    weight = grid.weights / (np.linalg.norm(ra, axis=1) * np.linalg.norm(rb, axis=1))**3
    orb = mol.eval_gto('GTOval_sph', ra) @ X
    return SimpleNamespace(mol=mol, X=X, R=R, n=n, h=h, eri=eri, delta=delta,
                           second=second, orbital=orbital, ra=ra, rb=rb,
                           weight=weight, orb=orb, grid_weights=grid.weights)


def pair_hamiltonian(h, eri, sign):
    """Two-particle Hamiltonian for symmetric (+1) or antisymmetric (-1) functions."""
    n = len(h)
    G = np.array(eri.transpose(0, 2, 1, 3), dtype=h.dtype, order='C')
    for k in range(n):
        G[:, k, :, k] += h
        G[k, :, k, :] += h
    G = G.reshape(n * n, n * n)
    p, q = np.triu_indices(n, 0 if sign > 0 else 1)
    norm = np.where(p == q, np.sqrt(0.5), 1.0)
    rows = G[p * n + q]
    H = rows[:, p * n + q] + sign * rows[:, q * n + p]
    return H * norm[:, None] * norm, p, q, norm


def ramsey(m, lowest_triplet=False):
    """The four terms from the derived formulas, with full CI states."""
    HS, p, q, norm = pair_hamiltonian(m.h, m.eri, +1)
    e, c = eigsh(HS, k=1, sigma=-3.0)
    e, c = e[0], c[:, 0]
    C = np.zeros((m.n, m.n))
    C[p, q] = C[q, p] = c / (np.sqrt(2) * norm)
    singlet = lambda M: np.sqrt(2) * norm * M[p, q]
    HT, pt, qt, _ = pair_hamiltonian(m.h, m.eri, -1)
    triplet = lambda f: np.sqrt(2) * 0.5 * (f @ C - C @ f)[pt, qt]

    solver_T = cho_factor(HT - e * np.eye(len(HT)))
    solver_S = cho_factor(HS - e * np.eye(len(HS)) + np.outer(c, c))
    fc = [triplet(d) for d in m.delta]
    contact = (g_e / 2 * 8 * np.pi / 3)**2
    K = {'FC': -2 * contact * fc[0] @ cho_solve(solver_T, fc[1])}
    sd = []
    for D, d in zip(m.second, m.delta):
        sd.append(np.array([triplet(D[a, b] + (a == b) * 4 * np.pi / 3 * d)
                            for a in range(3) for b in range(3)]).T)
    K['SD'] = -2 / 3 * (g_e / 2)**2 * np.sum(sd[0] * cho_solve(solver_T, sd[1]))
    ps = [np.array([singlet(M @ C - C @ M) for M in L]).T for L in m.orbital]
    K['PSO'] = -2 / 3 * np.sum(ps[0] * cho_solve(solver_S, ps[1]))
    dot = np.sum(m.ra * m.rb, axis=1) * m.weight
    density = 2 * np.sum((m.orb @ C)**2, axis=1)
    K['DSO'] = 2 / 3 * dot @ density
    out = SimpleNamespace(K=K, total=sum(K.values()), e_el=e, C=C,
                          energy=e + 1 / m.R,
                          rho=2 * np.trace(C @ m.delta[0] @ C))
    if lowest_triplet:
        et, t = eigsh(HT, k=1, sigma=-3.0)
        amp = [x @ t[:, 0] for x in fc]
        out.gap = et[0] - e
        out.amp_product = amp[0] * amp[1]
        out.K_low = -2 * contact * out.amp_product / out.gap
    return out


def finite_moments(m, g, step=2e-4):
    """Mixed energy derivative from diagonalization with both moments present."""
    spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
    one = np.eye(2)
    N = 2 * m.n
    eri = np.einsum('ab,cd,prqs->apbrcqds', one, one, m.eri).reshape(N, N, N, N)
    total = 0.0
    for a in range(3):
        ops = []
        for D, L in zip(m.second, m.orbital):
            trace = D[0, 0] + D[1, 1] + D[2, 2]
            op = np.kron(one, -1j * L[a])
            for b in range(3):     # undivided magnetic field, curl of A
                op = op + g / 2 * np.kron(spin[b], D[a, b] - (a == b) * trace)
            ops.append(op)
        axis = np.eye(3)[a]
        cross = np.sum(np.cross(axis, m.ra) * np.cross(axis, m.rb), axis=1) * m.weight
        dia = np.kron(one, m.orb.T @ (m.orb * cross[:, None]))
        for sa in (1, -1):
            for sb in (1, -1):
                h = (np.kron(one, m.h) + step * (sa * ops[0] + sb * ops[1])
                     + sa * sb * step**2 * dia)
                H = pair_hamiltonian(h, eri, -1)[0]
                total += sa * sb * eigvalsh(H, subset_by_index=[0, 0])[0]
    return total / (4 * step**2) / 3


# --- contact factor 8 pi/3: integrate f B_z by moving the curl from A onto f ---
x, wx = np.polynomial.legendre.leggauss(120)
r, wr = 4 * (x + 1), 4 * wx
rr, uu = np.meshgrid(r, x, indexing='ij')
ww = 2 * np.pi * rr**2 * np.outer(wr, wx)
shift = 0.7
f = np.exp(-(rr**2 - 2 * rr * uu * shift + shift**2))
from_potential = np.sum(ww * 2 * f * (1 - uu**2) / rr)
dipolar_part = np.sum(ww * f * (3 * uu**2 - 1) / rr**3)
contact_factor = (from_potential - dipolar_part) / np.exp(-shift**2)
assert abs(contact_factor - 8 * np.pi / 3) < 1e-7

# --- operators and the complete formula in a small basis ---
small = build(1.4, shells([4.0, 0.9, 0.2], [0.8]))
for D, d in zip(small.second, small.delta):
    assert np.allclose(-(D[0, 0] + D[1, 1] + D[2, 2]) / (4 * np.pi), d, atol=1e-8)
grad = small.mol.eval_gto('GTOval_sph_deriv1', small.ra)[1:] @ small.X
curl_x = small.ra[:, 1, None] * grad[2] - small.ra[:, 2, None] * grad[1]
w3 = small.grid_weights / np.linalg.norm(small.ra, axis=1)**3
L_grid = small.orb.T @ (curl_x * w3[:, None])
L_int = small.orbital[0][0]
# a common sign of the operator at both nuclei cannot affect a bilinear coupling
assert min(abs(L_grid - L_int).max(), abs(L_grid + L_int).max()) < 1e-3
formula = ramsey(small)
fd_all = finite_moments(small, g_e)
fd_orbital = finite_moments(small, 0.0)
sum_orbital = formula.K['PSO'] + formula.K['DSO']
assert abs(fd_all - formula.total) < 1e-4 * abs(formula.total)
assert abs(fd_orbital - sum_orbital) < 2e-5

# --- quality of the s functions: density at the nucleus of the hydrogen atom ---
s_set = 0.07 * 3.4**np.arange(11)
atom = gto.M(atom='H 0 0 0', basis={'H': shells(s_set, [])}, spin=1, verbose=0)
e_atom, v_atom = eigh(atom.intor('int1e_kin') + atom.intor('int1e_nuc'),
                      atom.intor('int1e_ovlp'))
psi0 = (atom.eval_gto('GTOval_sph', np.zeros((1, 3))) @ v_atom[:, 0])[0]
density_ratio = np.pi * psi0**2
assert abs(density_ratio - 1) < 0.02

# --- HD at fixed distance, large basis ---
R0 = 1.40
large = build(R0, shells(s_set, [0.2, 0.7, 2.5, 9.0], [0.5, 1.8]))
main = ramsey(large, lowest_triplet=True)
J = {k: v * to_hz for k, v in main.K.items()}
J_fixed = main.total * to_hz
assert main.amp_product < 0 < main.K_low
assert J['FC'] > 0.9 * J_fixed
assert all(abs(J[k]) < 0.05 * J['FC'] for k in ('SD', 'PSO', 'DSO'))

# DSO again in prolate spheroidal coordinates
s, ws = 2 * (x + 1), 2 * wx
xi, eta = np.meshgrid(1 + s**2, np.sin(np.pi * x / 2), indexing='ij')
jac = np.outer(2 * s * ws, np.pi / 2 * np.cos(np.pi * x / 2) * wx)
half = R0 / 2
pts = np.stack([half * np.sqrt((xi**2 - 1) * (1 - eta**2)), 0 * xi,
                half * (1 + xi * eta)], axis=-1).reshape(-1, 3)
rho = 2 * np.sum((large.mol.eval_gto('GTOval_sph', pts) @ large.X @ main.C)**2, axis=1)
dA, dB = half * (xi + eta), half * (xi - eta)
kernel = (dA**2 + dB**2 - R0**2) / 2 / (dA * dB)**3
volume = 2 * np.pi * half**3 * (xi**2 - eta**2) * jac
dso_spheroidal = 2 / 3 * np.sum(volume * kernel * rho.reshape(xi.shape))
# the integrand is bounded but not smooth at the nuclei, hence the tolerance
assert abs(dso_spheroidal - main.K['DSO']) < 2e-3
del large

# --- vibrational ground state of HD, smaller basis ---
curve_basis = shells(s_set, [0.25, 0.9, 3.2])
lo, hi, nodes = 0.85, 2.25, 8
R_nodes = (lo + hi) / 2 + (hi - lo) / 2 * np.cos(np.pi * (np.arange(nodes) + 0.5) / nodes)
curve = [ramsey(build(R, curve_basis)) for R in R_nodes]
e_of_R = BarycentricInterpolator(R_nodes, [c.e_el for c in curve])
J_of_R = BarycentricInterpolator(R_nodes, [c.total * to_hz for c in curve])
check = ramsey(build(R0, curve_basis))
J_curve = check.total * to_hz
assert abs(float(e_of_R(R0)) - check.e_el) < 5e-4
assert abs(float(J_of_R(R0)) - J_curve) < 0.1
m_p, m_d = const.m_p / const.m_e, value('deuteron mass') / const.m_e
mass = m_p * m_d / (m_p + m_d)
R = np.linspace(lo, hi, 402)[1:-1]
dR = R[1] - R[0]
potential = e_of_R(R) + 1 / R
T = (2 * np.eye(len(R)) - np.eye(len(R), k=1) - np.eye(len(R), k=-1)) / (2 * mass * dR**2)
ev, wave = eigh(T + np.diag(potential), subset_by_index=[0, 0])
prob = wave[:, 0]**2
J_mean = prob @ J_of_R(R)
correction = J_mean - J_curve
J_final = J_fixed + correction
rough_measured = 43.0    # rough measured size in Hz, used only for comparison
assert abs(J_final - rough_measured) < 0.05 * rough_measured
assert J['FC'] > 0.9 * J_final

print(f"contact factor from quadrature: {contact_factor:.6f} (8 pi/3 = {8*np.pi/3:.6f})")
print("Small-basis test, K/alpha^4 in atomic units:")
print(f"  four-term formula: {formula.total:.5f}")
print(f"  finite moments, all operators: {fd_all:.5f}")
print(f"  PSO + DSO formula: {sum_orbital:.5f}")
print(f"  finite moments, no electron spin: {fd_orbital:.5f}")
print(f"electron g factor: {g_e:.6f}")
print(f"proton g factor: {g_p:.6f}")
print(f"deuteron g factor: {g_d:.6f}")
print(f"J per unit of K/alpha^4: {to_hz:.5f} Hz")
print(f"s exponents: {s_set[0]:.2f} to {s_set[-1]:.0f} bohr^-2, {len(s_set)} functions")
print(f"H atom density at nucleus, basis/exact: {density_ratio:.5f}")
print(f"HD, full CI, R = {R0:.2f} bohr, {main.C.shape[0]} orbitals")
print(f"  total energy: {main.energy:.6f} hartree")
print(f"  electron density at a nucleus: {main.rho:.5f} bohr^-3")
for name in ('FC', 'SD', 'PSO', 'DSO'):
    print(f"  {name}: K/alpha^4 = {main.K[name]:.5f} a.u., J = {J[name]:.3f} Hz")
print(f"  sum of four terms: {J_fixed:.3f} Hz")
print(f"  reduced coupling K: {main.total*to_si/1e19:.3f} x 10^19 T^2 J^-1")
print(f"  FC share of the sum: {100*J['FC']/J_fixed:.2f} percent")
print(f"  DSO by spheroidal quadrature: {dso_spheroidal*to_hz:.3f} Hz")
print(f"  lowest triplet above ground state: {main.gap:.5f} hartree")
print(f"  FC part from lowest triplet alone: {main.K_low*to_hz:.3f} Hz")
print(f"Vibration, full CI with {check.C.shape[0]} orbitals:")
print(f"  J at R = {R0:.2f} bohr: {J_curve:.3f} Hz")
print(f"  potential minimum at: {R[np.argmin(potential)]:.3f} bohr")
print(f"  reduced mass: {mass:.2f} electron masses")
print(f"  zero-point energy: {ev[0]-potential.min():.6f} hartree")
print(f"  mean distance: {prob @ R:.4f} bohr")
print(f"  J averaged over ground state: {J_mean:.3f} Hz")
print(f"  vibrational correction: {correction:.3f} Hz")
print(f"J(HD), large basis plus correction: {J_final:.2f} Hz")
print(f"difference from rough measured {rough_measured:.0f} Hz: {J_final-rough_measured:.2f} Hz")
print("checks complete")
```

Running it gives:

```
contact factor from quadrature: 8.377580 (8 pi/3 = 8.377580)
Small-basis test, K/alpha^4 in atomic units:
  four-term formula: 3.48389
  finite moments, all operators: 3.48389
  PSO + DSO formula: 0.05671
  finite moments, no electron spin: 0.05671
electron g factor: 2.002319
proton g factor: 5.585695
deuteron g factor: 0.857438
J per unit of K/alpha^4: 6.62627 Hz
s exponents: 0.07 to 14451 bohr^-2, 11 functions
H atom density at nucleus, basis/exact: 0.99528
HD, full CI, R = 1.40 bohr, 66 orbitals
  total energy: -1.173582 hartree
  electron density at a nucleus: 0.45734 bohr^-3
  FC: K/alpha^4 = 6.01551 a.u., J = 39.860 Hz
  SD: K/alpha^4 = 0.06167 a.u., J = 0.409 Hz
  PSO: K/alpha^4 = 0.12415 a.u., J = 0.823 Hz
  DSO: K/alpha^4 = -0.04657 a.u., J = -0.309 Hz
  sum of four terms: 40.783 Hz
  reduced coupling K: 22.118 x 10^19 T^2 J^-1
  FC share of the sum: 97.74 percent
  DSO by spheroidal quadrature: -0.309 Hz
  lowest triplet above ground state: 0.39018 hartree
  FC part from lowest triplet alone: 29.910 Hz
Vibration, full CI with 40 orbitals:
  J at R = 1.40 bohr: 40.809 Hz
  potential minimum at: 1.398 bohr
  reduced mass: 1223.90 electron masses
  zero-point energy: 0.008627 hartree
  mean distance: 1.4409 bohr
  J averaged over ground state: 42.694 Hz
  vibrational correction: 1.885 Hz
J(HD), large basis plus correction: 42.67 Hz
difference from rough measured 43 Hz: -0.33 Hz
checks complete
```
